\section*{Saturation of transmitted intensity under two-photon absorption, part 2}

Light of intensity $I(z)$ and angular frequency $\omega$ enters a guide of length $L$ with the input value $I(0)=I_0$ and is weakened by two-photon absorption with coefficient $\beta$. The question is how the output $I(L)$ behaves as $I_0$ grows. Intensities are in $\mathrm{GW/cm^2}$ and lengths in cm. The power lost per unit volume is $\beta I^2$, and each absorption event removes the energy $2\hbar\omega$.

With two-photon absorption alone, a steady wave obeys $dI/dz=-\beta I^2$. With $S=\beta I_0L$, the output is
\begin{equation}
I(L)=\frac{I_0}{1+S}=I_{\rm sat}\frac{S}{1+S},\qquad
I_{\rm sat}=\frac1{\beta L}.
\label{eq:recall}
\end{equation}
It rises with $I_0$ and tends to the bound $I_{\rm sat}$. With a real Kerr coefficient $\kappa$, in radians per unit length and intensity, the field also acquires the phase
\begin{equation}
\phi(L)=\kappa\int_0^L\frac{I_0\,dz}{1+\beta I_0z}
=\frac{\kappa}{\beta}\ln(1+S).
\label{eq:phase}
\end{equation}

Let a further loss remove the fraction $a\,dz$ of the intensity in a distance $dz$, where $a\geq0$ may depend on position and intensity. With the inverse intensity $u=1/I$,
\begin{equation}
\frac{dI}{dz}=-\beta I^2-aI,\qquad
\frac{du}{dz}=-\frac1{I^2}\frac{dI}{dz}=\beta+\frac aI\geq\beta .
\label{eq:general}
\end{equation}
Integration of the inequality gives
\begin{equation}
I(L)\leq\frac{I_0}{1+\beta I_0L}<\frac{1}{\beta L}.
\label{eq:comparison}
\end{equation}
The bound therefore survives any further loss, but the output may level off at a lower plateau. Two forms of $a$ serve as examples, the first being linear loss.

The example has $\beta=0.8\,\mathrm{cm/GW}$, $L=2.5\,\mathrm{cm}$ and $I_{\rm sat}=0.5\,\mathrm{GW/cm^2}$.

\subsection{Linear loss}

Take $a=\alpha$, a positive constant, as for scattering from rough walls. Since $1/I=u$, equation \eqref{eq:general} becomes linear in $u$:
\begin{equation}
\frac{du}{dz}=\alpha u+\beta .
\end{equation}
To remove the term $\alpha u$, multiply by $e^{-\alpha z}$. The product rule gives
\begin{equation}
\frac{d}{dz}\left(ue^{-\alpha z}\right)
=e^{-\alpha z}\left(\frac{du}{dz}-\alpha u\right)=\beta e^{-\alpha z}.
\end{equation}
Integrating from $0$ to $L$ and then multiplying by $e^{\alpha L}$, we find
\begin{align}
u(L)e^{-\alpha L}-\frac1{I_0}&=\frac{\beta}{\alpha}\left(1-e^{-\alpha L}\right),\notag\\
\frac1{I(L)}&=\frac{e^{\alpha L}}{I_0}+\frac{\beta}{\alpha}\left(e^{\alpha L}-1\right).
\label{eq:lossy}
\end{align}
For $I_0\to\infty$ the first term on the right vanishes, and the plateau is
\begin{equation}
I_\infty=\frac{\alpha}{\beta(e^{\alpha L}-1)}
=I_{\rm sat}\,\frac{\alpha L}{e^{\alpha L}-1}.
\label{eq:lossyplateau}
\end{equation}
Because $e^x-1>x$ for $x>0$, this lies below $I_{\rm sat}$. For small $x=\alpha L$ we have $e^x-1=x(1+x/2+\cdots)$, hence $I_\infty\approx I_{\rm sat}(1-\alpha L/2)$, and the ideal bound returns as $\alpha\to0$.

With $\alpha=0.2\,\mathrm{cm^{-1}}$ the product $\alpha L$ is $0.5$, and
\begin{equation}
I_\infty=0.5\times\frac{0.5}{e^{0.5}-1}
=0.5\times\frac{0.5}{0.6487}=0.385\,\mathrm{GW/cm^2}.
\end{equation}
Numerical integration from a very large input gives the same value. It is higher than $I_{\rm sat}e^{-0.5}=0.303\,\mathrm{GW/cm^2}$, which one would get by letting the two losses act one after the other, two-photon absorption first. The linear loss acts all along the guide. It weakens the wave and thereby reduces the two-photon absorption further on.

\subsection{Absorption by the generated carriers}

Each two-photon event creates one electron-hole pair. By the energy count recalled above, the generation rate per volume is $\beta I^2/(2\hbar\omega)$. Let the pair density $N$ decay with a single lifetime $\tau$, and neglect diffusion:
\begin{equation}
\frac{dN}{dt}=\frac{\beta I^2}{2\hbar\omega}-\frac N\tau .
\label{eq:carriers}
\end{equation}
If the light is on for much longer than $\tau$, the density becomes steady. Setting $dN/dt=0$ gives $N=\tau\beta I^2/(2\hbar\omega)$. Let each pair absorb with the constant cross-section $\sigma$, so that $a=\sigma N$. The extra loss is then
\begin{equation}
\sigma NI=\gamma I^3,\qquad
\gamma=\frac{\sigma\tau\beta}{2\hbar\omega},\qquad
\frac{dI}{dz}=-\beta I^2-\gamma I^3 .
\label{eq:cubic}
\end{equation}
The ratio of carrier loss to two-photon loss is $rI$, with $r=\gamma/\beta$. It is largest at the input face, where the wave is strongest.

To find the plateau, separate the variables. Since $I$ decreases with $z$,
\begin{equation}
\beta L=\int_{I(L)}^{I_0}\frac{dI}{I^2(1+rI)} .
\label{eq:separated}
\end{equation}
The integrand splits into
\begin{equation}
\frac1{I^2(1+rI)}=\frac1{I^2}-\frac rI+\frac{r^2}{1+rI}.
\end{equation}
Over the common denominator the numerator on the right is $(1+rI)-rI(1+rI)+r^2I^2=1$, which confirms the splitting. An antiderivative is
\begin{equation}
G(I)=-\frac1I-r\ln I+r\ln(1+rI)=-\frac1I+r\ln\left(r+\frac1I\right),
\end{equation}
where $I$ in the logarithms stands for its numerical value in the chosen unit; the unit cancels in differences of $G$.

By uniqueness, two solutions with different inputs cannot cross, so the output rises with $I_0$. It is also bounded by $I_{\rm sat}$ and therefore has a limit $I_\infty$. At the upper end $G(I_0)\to r\ln r$. Subtracting $G(I_\infty)$ gives
\begin{align}
\beta L&=r\ln r+\frac1{I_\infty}-r\ln\left(r+\frac1{I_\infty}\right)\notag\\
&=\frac1{I_\infty}-r\ln\left(1+\frac1{rI_\infty}\right).
\label{eq:carrierplateau}
\end{align}
The right side equals the integral in \eqref{eq:separated} taken from $I_\infty$ to infinity. It falls strictly from infinity to zero as $I_\infty$ grows from zero to infinity, so there is one solution.

For $r\to0$ the logarithmic term vanishes and $I_\infty\to I_{\rm sat}$. In the opposite limit, $rI_\infty\gg1$, set $x=1/(rI_\infty)$ and use $\ln(1+x)\approx x-x^2/2$. The first term of the expansion cancels $1/I_\infty$, and
\begin{equation}
\beta L\approx\frac{rx^2}{2}=\frac1{2rI_\infty^2},\qquad
I_\infty\approx\frac1{\sqrt{2r\beta L}}=\frac1{\sqrt{2\gamma L}} .
\label{eq:carrierlimit}
\end{equation}
As long as $rI_\infty\gg1$, the plateau falls as $L^{-1/2}$ instead of $L^{-1}$. In a sufficiently long guide $rI_\infty$ becomes small, and the $L^{-1}$ law returns.

For the example take $\hbar\omega=0.8\,\mathrm{eV}$ and $\sigma=10^{-17}\,\mathrm{cm^2}$. A lifetime of $1\,\mathrm{ps}$ gives $\gamma=0.0312\,\mathrm{cm^3/GW^2}$ and a plateau of $0.464\,\mathrm{GW/cm^2}$, or $93$ per cent of the ideal bound. At the exit the carrier loss is less than two per cent of the two-photon loss, since $rI_\infty=0.039\times0.464=0.018$. The plateau is nevertheless lowered by seven per cent. The reason is that $du/dz=\beta+\gamma I$ collects the carrier contribution along the whole guide, including the intense region near the input.

A lifetime of $1\,\mathrm{ns}$ makes $\gamma$ a thousand times larger, $31.2\,\mathrm{cm^3/GW^2}$. The plateau falls to $0.072\,\mathrm{GW/cm^2}$, or $14$ per cent of the ideal bound. The estimate \eqref{eq:carrierlimit} gives $1/\sqrt{2\times31.2\times2.5}=0.080\,\mathrm{GW/cm^2}$, eleven per cent above the solution of \eqref{eq:carrierplateau}. It is only a rough guide here because $rI_\infty$ is about $2.8$, which is not much larger than one. Both plateaus were tested by numerical integration of \eqref{eq:cubic}. For steady light in this example, then, $1/(\beta L)$ is close to the plateau with the shorter lifetime, and is merely an upper bound with the longer one. The lifetime of $1\,\mathrm{ps}$ is a model value, much shorter than is usual in silicon guides; already at $10\,\mathrm{ps}$ equation \eqref{eq:carrierplateau} gives $0.354\,\mathrm{GW/cm^2}$, or $71$ per cent of the bound.

\subsection{Pulses: saturated peak, growing energy}

Return to two-photon absorption alone and let the input vary in time. If the pulse travels at the group velocity $v$ without dispersion, and the absorption responds at once, the energy balance is
\begin{equation}
\frac{\partial I}{\partial z}+\frac1v\frac{\partial I}{\partial t}=-\beta I^2 .
\end{equation}
Follow a slice of the pulse by holding $t'=t-z/v$ fixed. Along this path $dt/dz=1/v$, so the left side is the total derivative $dI/dz$ of the slice. Each slice obeys the steady equation with its own input.

Let the input be $I_0g(t')$ with $g=\exp(-t'^2/t_0^2)$, and let $S=\beta I_0L$ refer to the peak. The output is
\begin{equation}
I(L,t')=I_{\rm sat}\frac{Sg}{1+Sg}.
\label{eq:pulse}
\end{equation}
The peak, where $g=1$, saturates as before. The wings are weaker and lose a smaller fraction, so the pulse becomes flatter and wider. Half of the output peak is reached where
\begin{equation}
\frac{Sg}{1+Sg}=\frac{S}{2(1+S)}
\;\Longrightarrow\;2(1+S)g=1+Sg
\;\Longrightarrow\;g=\frac1{2+S}.
\end{equation}
The half-width at half maximum is thus $t_0\sqrt{\ln(2+S)}$. It reduces to the input value $t_0\sqrt{\ln2}$ for $S\to0$ and grows without bound with $S$.

The pulse energy per area, or fluence, $F=\int I(L,t')\,dt'$, therefore does not saturate. For a proof, take $S>1$ and $|t'|\leq t_0\sqrt{\ln S}$. In this interval $Sg\geq1$, and so $Sg/(1+Sg)\geq1/2$. The interval has length $2t_0\sqrt{\ln S}$, which gives
\begin{equation}
F\geq\frac{I_{\rm sat}}2\,2t_0\sqrt{\ln S}=I_{\rm sat}t_0\sqrt{\ln S}.
\label{eq:fluence}
\end{equation}
The right side grows without limit, though very slowly.

For $t_0=1\,\mathrm{ps}$ and peak inputs of $5$, $50$ and $500\,\mathrm{GW/cm^2}$, the peak outputs are $0.4545$, $0.4950$ and $0.4995\,\mathrm{GW/cm^2}$. The fluences are $1.41$, $2.10$ and $2.60\,\mathrm{mJ/cm^2}$, above the lower bounds $0.76$, $1.07$ and $1.31\,\mathrm{mJ/cm^2}$. From the second pulse to the third the peak rises by one per cent and the energy by about a quarter. In this carrier-free model, a detector that measures pulse energy would not see the plateau that the peak intensity shows.

These pulses carry no carrier loss, and that omission has a limit. At the input face, if recombination during the pulse is neglected, the pair density left behind is
\begin{equation}
N=\frac{\beta I_0^2}{2\hbar\omega}\int_{-\infty}^{\infty}e^{-2t'^2/t_0^2}\,dt'
=\frac{\beta I_0^2}{2\hbar\omega}\,t_0\sqrt{\frac\pi2}.
\end{equation}
The ratio of $\sigma N$ to $\beta I_0$ is then $1.25\,\sigma t_0I_0/(2\hbar\omega)$. With the cross-section used above this is about $0.24$, $2.4$ and $24$ for the three pulses. At the input face, the carriers left by the first pulse thus absorb less strongly than the two-photon process does at the peak, while those left by the other two absorb more strongly. The outputs quoted for all three pulses belong to the carrier-free model, and so does the growth of the energy with the input. By \eqref{eq:comparison} the carriers can only lower the output of each slice, and \eqref{eq:fluence} no longer applies. With this cross-section and no recombination during the pulse, numerical integration gives fluences of about $1.33$, $1.72$ and $1.70\,\mathrm{mJ/cm^2}$: the carriers made by the front of the pulse absorb its tail, and the energy stops growing. The third pulse also lies outside the range of constant $\beta$ and $\sigma$ for a material like silicon. It carries about $0.9\,\mathrm{J/cm^2}$ and leaves about $10^{21}$ pairs per $\mathrm{cm^3}$ at the input face, where the plasma begins to reflect the light and damage is likely.

\subsection{The power in a guided mode}

A guided mode is not uniform across its section. Suppose that the guide holds the mode shape fixed, and write the intensity as $P(z)f(x,y)$, where $P$ is the power and $\int f\,dx\,dy=1$. With the same $\beta$ over the whole mode, integration of the local loss over the section gives
\begin{equation}
\frac{dP}{dz}=-\beta P^2\int f^2\,dx\,dy=-\frac{\beta}{A_{\rm eff}}P^2,\qquad
A_{\rm eff}=\frac1{\int f^2\,dx\,dy}.
\end{equation}
This is the original equation with $I\to P$ and $\beta\to\beta/A_{\rm eff}$, so the power saturates at $A_{\rm eff}/(\beta L)$. For a uniform profile over an area $A$, $f=1/A$ and $A_{\rm eff}=A$, which returns the intensity bound. For a peaked profile with maximum $f_{\max}$, only the power is bounded in this way. Since $\int f^2\,dx\,dy<f_{\max}\int f\,dx\,dy=f_{\max}$, the intensity at the maximum tends to $f_{\max}A_{\rm eff}/(\beta L)$, which is larger than $1/(\beta L)$. Holding the shape fixed is essential: the guide must redistribute the light as the centre is absorbed faster than the edge.

\subsection{Where the bound itself can fail}

Further absorption lowers the plateau but respects the bound. The bound can fail if the premise $du/dz\geq\beta$ fails. Optical gain makes $a$ negative in \eqref{eq:general}. Focusing inside the guide raises the local intensity without adding power. Dispersion can do the same in time, because the Kerr phase \eqref{eq:phase} chirps a pulse. With $\kappa=2\,\mathrm{rad\,cm/GW}$ and an anomalous group-velocity dispersion of $-1\,\mathrm{ps^2/m}$, the carrier-free $1\,\mathrm{ps}$ pulse of peak input $50\,\mathrm{GW/cm^2}$ is compressed to an output peak of about $0.53\,\mathrm{GW/cm^2}$, above the bound; a normal dispersion of the same size lowers the peak to about $0.47\,\mathrm{GW/cm^2}$. A two-photon coefficient that decreases at high intensity, for instance because the final states fill up, makes the loss weaker than $\beta I^2$.

The limit $I_0\to\infty$ is therefore a property of the model equation. To come close to the bound, a device needs $\beta I_0L\gg1$ at an intensity where the quadratic law still holds. The other losses must also have little effect over the whole guide, which for linear loss means $\alpha L\ll1$. A longer guide meets the first requirement at a lower input, but it also gives linear loss more length in which to act. The values used here are collected in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
two-photon coefficient beta = 0.80 cm/GW
length L = 2.50 cm
bound 1/(beta L) = 0.5000 GW/cm^2 = 5.000e+12 W/m^2
input 0.1 GW/cm^2: S = 0.2, output = 0.0833 GW/cm^2, transmission = 0.8333, relative gap to bound = 0.8333
input 0.5 GW/cm^2: S = 1.0, output = 0.2500 GW/cm^2, transmission = 0.5000, relative gap to bound = 0.5000
input 1.0 GW/cm^2: S = 2.0, output = 0.3333 GW/cm^2, transmission = 0.3333, relative gap to bound = 0.3333
input 5.0 GW/cm^2: S = 10.0, output = 0.4545 GW/cm^2, transmission = 0.0909, relative gap to bound = 0.0909
input 50.0 GW/cm^2: S = 100.0, output = 0.4950 GW/cm^2, transmission = 0.0099, relative gap to bound = 0.0099
input for 90% of the bound = 4.50 GW/cm^2
at input 5.0 GW/cm^2: slope dIout/dI0 = 0.00826, relative modulation transfer = 0.0909
Kerr coefficient kappa = 2.0 rad cm/GW, phase at input 5.0 GW/cm^2 = 5.995 rad
linear loss alpha = 0.20 1/cm: plateau = 0.3854 GW/cm^2
photon energy = 0.8 eV, carrier cross-section = 1.0e-17 cm^2
carrier lifetime 1 ps: gamma = 0.03121 cm^3/GW^2, plateau = 0.4636 GW/cm^2, fraction of bound = 0.927
carrier lifetime 1000 ps: gamma = 31.21 cm^3/GW^2, plateau = 0.0722 GW/cm^2, fraction of bound = 0.144
pulse time t0 = 1.0 ps
pulse peak input 5 GW/cm^2: peak output = 0.4545 GW/cm^2, output fluence = 1.4076 mJ/cm^2, lower bound = 0.7587 mJ/cm^2
pulse peak input 50 GW/cm^2: peak output = 0.4950 GW/cm^2, output fluence = 2.0952 mJ/cm^2, lower bound = 1.0730 mJ/cm^2
pulse peak input 500 GW/cm^2: peak output = 0.4995 GW/cm^2, output fluence = 2.6027 mJ/cm^2, lower bound = 1.3141 mJ/cm^2
\end{verbatim}
